# Exchange and spin-orbit torques between eigenstates, and their role in Gilbert damping: verification in Python

```python
"""
Result under test: for H = H0 + b.sigma + Lam.sigma, with H0 free of spin,
    (T_xc)_mn + (T_so)_mn = i (E_m - E_n) s_mn     between eigenstates of H,
so the two torques are equal and opposite when E_m = E_n.
Symbols (hbar = 1): s = sigma/2; b = exchange field; Lam = orbital operator of
the spin-orbit coupling; T_xc = i[b.sigma, s] = b x sigma;
T_so = i[Lam.sigma, s] = Lam x sigma; eta = Lorentzian half-width of a level;
Delta = exchange splitting; xi = spin-orbit strength; N = spin moment per atom.
Damping: alpha = (2 pi/N) sum |T_mn|^2 L(E_F-E_m) L(E_F-E_n), L = Lorentzian.
Energies are in eV, wave vectors in 1/a unless a label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

rng = np.random.default_rng(7)
PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
ID2 = np.eye(2)


def lift(orbital_operator):
    return np.kron(orbital_operator, ID2)


def full_sigma(orbital_dim):
    return [np.kron(np.eye(orbital_dim), p) for p in PAULI]


def cross(field, sigma):
    """Components of field x sigma for operators that commute with sigma."""
    return [field[(c + 1) % 3] @ sigma[(c + 2) % 3]
            - field[(c + 2) % 3] @ sigma[(c + 1) % 3] for c in range(3)]


def dot(field, sigma):
    return sum(f @ s for f, s in zip(field, sigma))


def between(states, operator):
    return states.conj().T @ operator @ states


# ---- Real-space grid: non-collinear exchange field and Rashba coupling ----
side = 5
sites = side**2
shift = np.roll(np.eye(side), 1, axis=0)
p_line = (shift - shift.T) / 2j
k_line = np.eye(side) - 0.5 * (shift + shift.T)
one = np.eye(side)
grid_h0 = lift(np.kron(k_line, one) + np.kron(one, k_line)
               + np.diag(rng.normal(size=sites)))
grid_b = [lift(np.diag(rng.normal(size=sites))) for _ in range(3)]
grid_lam = [lift(0.4 * np.kron(one, p_line)),
            lift(-0.4 * np.kron(p_line, one)),
            np.zeros((2 * sites, 2 * sites))]
sig = full_sigma(sites)
grid_h = grid_h0 + dot(grid_b, sig) + dot(grid_lam, sig)
t_xc, t_so = cross(grid_b, sig), cross(grid_lam, sig)

energy, states = np.linalg.eigh(grid_h)
gap = energy[:, None] - energy[None, :]
identity_error = 0.0
largest_diagonal = 0.0
for c in range(3):
    x, o = between(states, t_xc[c]), between(states, t_so[c])
    s = between(states, sig[c] / 2)
    identity_error = max(identity_error, np.abs(x + o - 1j * gap * s).max())
    largest_diagonal = max(largest_diagonal, np.abs(np.diag(x)).max())
    squared = np.abs(o)**2 + gap**2 * np.abs(s)**2 \
        + 2 * gap * np.imag(s * o.conj())
    assert np.allclose(np.abs(x)**2, squared, atol=1e-10)
assert identity_error < 1e-11
assert largest_diagonal > 1e-3

# An applied field adds a third torque, which spoils the plain cancellation.
applied = [v * np.eye(2 * sites) for v in (0.1, 0.2, -0.1)]
t_app = cross(applied, sig)
_, st_app = np.linalg.eigh(grid_h + dot(applied, sig))
field_spoils = 0.0
for c in range(3):
    pair_sum = np.diag(between(st_app, t_xc[c] + t_so[c]))
    assert np.allclose(pair_sum, -np.diag(between(st_app, t_app[c])),
                       atol=1e-11)
    field_spoils = max(field_spoils, np.abs(pair_sum).max())
assert field_spoils > 1e-3

# States found without spin-orbit coupling do not show the cancellation.
_, st_bare = np.linalg.eigh(grid_h0 + dot(grid_b, sig))
bare_xc = max(np.abs(np.diag(between(st_bare, t))).max() for t in t_xc)
bare_so = max(np.abs(np.diag(between(st_bare, t))).max() for t in t_so)
assert bare_xc < 1e-11 and bare_so > 1e-3


def ritz_errors(basis):
    """Error of the plain identity, and of the one with residual terms."""
    e, coeff = np.linalg.eigh(between(basis, grid_h))
    w = basis @ coeff
    res = grid_h @ w - w * e
    plain = repaired = 0.0
    for c in range(3):
        spin = sig[c] / 2
        lhs = between(w, t_xc[c] + t_so[c])
        rhs = 1j * (e[:, None] - e[None, :]) * between(w, spin)
        extra = -1j * w.conj().T @ spin @ res + 1j * res.conj().T @ spin @ w
        plain = max(plain, np.abs(lhs - rhs).max())
        repaired = max(repaired, np.abs(lhs - rhs - extra).max())
    return plain, repaired


orbital_part = np.linalg.qr(rng.normal(size=(sites, 12)))[0]
product_plain, product_full = ritz_errors(lift(orbital_part))
mixed = rng.normal(size=(50, 24)) + 1j * rng.normal(size=(50, 24))
mixed_plain, mixed_full = ritz_errors(np.linalg.qr(mixed)[0])
assert product_plain < 1e-11 and product_full < 1e-11
assert mixed_plain > 1e-3 and mixed_full < 1e-11

# ---- Dissipation law: real-time pulse on a ladder of unit level spacing ----
levels = np.arange(120) - 59.5
phase = np.triu(np.exp(2j * np.pi * rng.random((120, 120))), 1)
drive = phase + phase.conj().T
d_val, d_vec = np.linalg.eigh(drive)
width, height, steps = 1 / 8, 0.005, 500
dt = 12 * width / steps
psi = np.eye(120, dtype=complex)[:, :60]
half_step = np.exp(-0.5j * levels * dt)[:, None]
for step in range(steps):
    t_mid = -6 * width + (step + 0.5) * dt
    angle = height * np.exp(-t_mid**2 / (2 * width**2))
    psi = half_step * psi
    psi = d_vec @ (np.exp(-1j * angle * dt * d_val)[:, None]
                   * (d_vec.conj().T @ psi))
    psi = half_step * psi
absorbed = np.sum(levels[:, None] * np.abs(psi)**2) - levels[:60].sum()
rate_integral = height**2 * np.sqrt(np.pi) / (2 * width)
pulse_ratio = absorbed / (np.pi * rate_integral)
# The tolerance covers higher orders in the pulse height.
assert abs(pulse_ratio - 1) < 0.02

# ---- Gilbert energy loss: integrate the equation of motion of a moment ----
llg_alpha, llg_n = 0.1, 2.0
b_axis = np.array([0.0, 0.0, 1.0])


def llg(_, y):
    m = y[:3]
    mxb = np.cross(m, b_axis)
    rate = -(mxb + llg_alpha * np.cross(m, mxb)) / (1 + llg_alpha**2)
    return np.append(rate, rate @ rate)


run = solve_ivp(llg, (0, 15), [np.sin(1.2), 0, np.cos(1.2), 0],
                rtol=1e-9, atol=1e-11)
lost = llg_n / 2 * (run.y[2, -1] - run.y[2, 0])
assert abs(lost / (llg_alpha * llg_n / 2 * run.y[3, -1]) - 1) < 1e-6

# ---- d-band model on a bcc lattice, rough parameters of the iron regime ----
delta, xi, electrons, lattice_A = 2.0, 0.06, 7.0, 2.9
bonds = np.array([-0.60, 0.40, -0.10])      # sigma, pi, delta hopping
temperature = 300.0
kT = const.k * temperature / const.e
m_l = np.arange(2, -3, -1)
raise_l = np.diag(np.sqrt(6 - m_l[1:] * (m_l[1:] + 1.0)), 1)
L = [(raise_l + raise_l.T) / 2 + 0j, (raise_l - raise_l.T) / 2j,
     np.diag(m_l).astype(complex)]
SIG = full_sigma(5)


def hopping(direction, strengths):
    """Axial hopping: projectors on |m| = 0, 1, 2 about the bond."""
    axis = np.asarray(direction, float) / np.linalg.norm(direction)
    x = np.linalg.matrix_power(sum(a * l for a, l in zip(axis, L)), 2)
    i5 = np.eye(5)
    return (strengths[0] * (x - i5) @ (x - 4 * i5) / 4
            + strengths[1] * x @ (4 * i5 - x) / 3
            + strengths[2] * x @ (x - i5) / 12)


near = 0.5 * np.array([[1, 1, 1], [1, 1, -1], [1, -1, 1], [-1, 1, 1]])
vectors = np.vstack([near, np.eye(3)])
second_scale = (np.sqrt(3) / 2)**5
hops = np.array([hopping(v, bonds) for v in near]
                + [hopping(v, bonds * second_scale) for v in np.eye(3)])


def orbital_h(k):
    return np.tensordot(2 * np.cos(k @ vectors.T), hops, axes=1)


def crystal_h(k, so_strength):
    h = np.einsum('kab,st->kasbt', orbital_h(k), ID2).reshape(-1, 10, 10)
    spin_orbit = dot([lift(so_strength / 2 * l) for l in L], SIG)
    return h - delta / 2 * SIG[2] + spin_orbit


# Crossing on the k_z axis between bands of different fourfold symmetry.
twice_j = (2 * np.repeat(m_l, 2) + np.tile([1, -1], 5)) % 8
classes = {c: np.flatnonzero(twice_j == c) for c in (1, 3, 5, 7)}
exchange_field = [np.zeros((10, 10)), np.zeros((10, 10)),
                  -delta / 2 * np.eye(10)]
TXC = cross(exchange_field, SIG)
TSO = cross([lift(xi / 2 * l) for l in L], SIG)


def axis_h(kz):
    return crystal_h(np.array([[0, 0, kz]]), xi)[0]


def band(kz, cls, number):
    idx = classes[cls]
    e, v = np.linalg.eigh(axis_h(kz)[np.ix_(idx, idx)])
    vec = np.zeros(10, complex)
    vec[idx] = v[:, number]
    return e[number], vec


def pair_data(kz, ca, na, cb, nb):
    ea, va = band(kz, ca, na)
    eb, vb = band(kz, cb, nb)
    x, o, s = [va.conj() @ op @ vb for op in (TXC[1], TSO[1], SIG[1] / 2)]
    corr = 1j * (ea - eb) * s
    turn = np.conj(x) / abs(x) if abs(x) > 1e-14 else 1.0
    return ea, eb, x * turn, o * turn, corr * turn


kz_scan = np.linspace(0.05, 2 * np.pi - 0.05, 150)
scan_h = np.array([axis_h(kz) for kz in kz_scan])
scan_e = {c: np.linalg.eigvalsh(scan_h[:, i[:, None], i[None, :]])
          for c, i in classes.items()}
best = None
for ca in classes:
    cb = (ca + 2) % 8
    for na in range(len(classes[ca])):
        for nb in range(len(classes[cb])):
            diff = scan_e[ca][:, na] - scan_e[cb][:, nb]
            for q in np.flatnonzero(diff[:-1] * diff[1:] < 0):
                root = brentq(lambda z: band(z, ca, na)[0]
                              - band(z, cb, nb)[0],
                              kz_scan[q], kz_scan[q + 1], xtol=1e-13)
                size = abs(pair_data(root, ca, na, cb, nb)[2])
                if best is None or size > best[0]:
                    best = (size, root, (ca, na, cb, nb))
assert best is not None and best[0] > 1e-4
kz_cross, pair = best[1], best[2]
on = pair_data(kz_cross, *pair)
off = pair_data(kz_cross + 0.1, *pair)
_, axis_states = np.linalg.eigh(axis_h(kz_cross))
assert abs(on[0] - on[1]) < 1e-10 and abs(on[2] + on[3]) < 1e-10
assert abs(off[2] + off[3] - off[4]) < 1e-11 and abs(off[4]) > 1e-6


# ---- Damping sums over the Brillouin zone ----
def reduced_mesh(m):
    i, j = np.tril_indices(m)
    weight = np.where(i == j, 1.0, 2.0)
    kz = np.arange(m // 2)
    idx = np.column_stack([np.repeat(i, len(kz)), np.repeat(j, len(kz)),
                           np.tile(kz, len(i))])
    w = np.repeat(weight, len(kz))
    return (idx + 0.5) * 2 * np.pi / m, w / w.sum()


def elements(k, so_strength):
    e, u = np.linalg.eigh(crystal_h(k, so_strength))
    ud = u.conj().transpose(0, 2, 1)
    so = cross([lift(so_strength / 2 * l) for l in L], SIG)
    ops = [SIG[0] / 2, SIG[1] / 2, so[0], so[1]]
    polar = np.einsum('a,kan->kn', np.diag(SIG[2]).real, np.abs(u)**2)
    return e, polar, [ud @ (op @ u) for op in ops]


def pair_sum(table, e, w, mu, eta):
    lor = eta / np.pi / ((mu - e)**2 + eta**2)
    return np.sum(w[:, None] * lor * np.einsum('kmn,kn->km', table, lor))


def crystal(m, so_strength):
    """Torque tables averaged over the two transverse axes."""
    k, w = reduced_mesh(m)
    e, polar, (sx, sy, tx, ty) = elements(k, so_strength)
    spin2 = (np.abs(sx)**2 + np.abs(sy)**2) / 2
    de = e[:, :, None] - e[:, None, :]
    tables = {'xc': delta**2 * spin2,
              'so': (np.abs(tx)**2 + np.abs(ty)**2) / 2,
              'square': de**2 * spin2,
              'mixed': de * np.imag(sx * tx.conj() + sy * ty.conj())}
    mu = brentq(lambda z: np.sum(w[:, None] * expit((z - e) / kT))
                - electrons, e.min(), e.max())
    moment = np.sum(w[:, None] * expit((mu - e) / kT) * polar)
    return dict(k=k, w=w, e=e, mu=mu, N=moment, tables=tables)


def alpha(model, name, eta, mu=None):
    mu = model['mu'] if mu is None else mu
    return 2 * np.pi / model['N'] * pair_sum(
        model['tables'][name], model['e'], model['w'], mu, eta)


def alpha_intraband(model, name, eta):
    lor = eta / np.pi / ((model['mu'] - model['e'])**2 + eta**2)
    diag = np.einsum('kmm->km', model['tables'][name])
    return 2 * np.pi / model['N'] * np.sum(model['w'][:, None]
                                           * diag * lor**2)


# The symmetry-reduced mesh must reproduce a plain mesh with one axis only.
line = (np.arange(8) + 0.5) * np.pi / 2
k_all = np.array(np.meshgrid(line, line, line)).reshape(3, -1).T
e_all, _, el_all = elements(k_all, xi)
w_all = np.full(len(k_all), 1 / len(k_all))
small = crystal(4, xi)
for name, table in (('xc', delta**2 * np.abs(el_all[0])**2),
                    ('so', np.abs(el_all[3])**2)):
    plain_sum = pair_sum(table, e_all, w_all, 0.3, 0.2)
    reduced = pair_sum(small['tables'][name], small['e'], small['w'],
                       0.3, 0.2)
    assert abs(plain_sum / reduced - 1) < 1e-8

eta_main = 0.05
coarse = crystal(36, xi)
coarse_so = alpha(coarse, 'so', eta_main)
coarse_xc = alpha(coarse, 'xc', eta_main)
del coarse
strong = crystal(36, 0.08)
strong_so = alpha(strong, 'so', eta_main)
del strong

# Without spin-orbit coupling: torque sum against the closed expression.
free = crystal(48, 0.0)
orb_e = np.linalg.eigvalsh(orbital_h(free['k']))


def closed_form(eta):
    lo = free['mu'] - orb_e - delta / 2
    hi = free['mu'] - orb_e + delta / 2
    lo2, hi2 = lo**2 + eta**2, hi**2 + eta**2
    w = free['w'][:, None]
    dos = np.sum(w * eta / np.pi * (1 / lo2 + 1 / hi2))
    real_part = 2 * eta / (np.pi * delta) * np.sum(w * (hi / hi2 - lo / lo2))
    total = eta / free['N'] * (dos + real_part) \
        * delta**2 / (delta**2 + 4 * eta**2)
    return total, eta * dos / free['N'], dos


free_xc = alpha(free, 'xc', eta_main)
free_closed, free_leading, free_dos = closed_form(eta_main)
assert abs(free_xc / free_closed - 1) < 1e-8
assert abs(free_leading / free_xc - 1) < 0.2
fine_eta = 0.01
fine_leading = closed_form(fine_eta)[1]
assert abs(fine_leading / alpha(free, 'xc', fine_eta) - 1) < 0.05
free_N = free['N']
del free

main = crystal(48, xi)
etas = (0.05, 0.10, 0.20)
a_so = [alpha(main, 'so', h) for h in etas]
a_xc = [alpha(main, 'xc', h) for h in etas]
a_square = alpha(main, 'square', eta_main)
a_mixed = alpha(main, 'mixed', eta_main)
intra_so = alpha_intraband(main, 'so', eta_main)
intra_xc = alpha_intraband(main, 'xc', eta_main)
assert abs(intra_so / intra_xc - 1) < 1e-8
assert abs((a_so[0] + a_square + a_mixed) / a_xc[0] - 1) < 1e-8
excess = np.array(a_xc) - np.array(a_so)
assert np.all(excess > 0) and np.all(np.diff(excess) > 0)
mesh_so, mesh_xc = coarse_so / a_so[0] - 1, coarse_xc / a_xc[0] - 1
# The tolerance is the sampling error of a finite k mesh at this broadening.
assert abs(mesh_so) < 0.10 and abs(mesh_xc) < 0.10

# Thermal smearing: equal-probability nodes of the derivative of the
# Fermi function.
prob = (np.arange(16) + 0.5) / 16
warm_so = np.mean([alpha(main, 'so', eta_main,
                         main['mu'] + kT * np.log(p / (1 - p)))
                   for p in prob])
zeeman = const.value('Bohr magneton in eV/T') * 1.0
quantum = const.h * 10e9 / const.e
lifetime_fs = const.hbar / const.e / (2 * eta_main) * 1e15


def relax_ns(a):
    return 1e9 / (a * 2 * np.pi * 10e9)


print(f"grid test, largest identity error: {identity_error:.1e} (model units)")
print(f"grid test, largest diagonal T_xc: {largest_diagonal:.3f} (model units)")
print(f"non-product basis, plain identity error: {mixed_plain:.3f} (model units)")
print(f"non-product basis, with residuals: {mixed_full:.1e} (model units)")
print(f"pulse energy / dissipation law: {pulse_ratio:.4f}")
print(f"exchange splitting: {delta:.2f} eV")
print(f"spin-orbit strength: {xi:.3f} eV")
print(f"hopping sigma, pi, delta: {bonds[0]:.2f} {bonds[1]:.2f} {bonds[2]:.2f} eV")
print(f"second-neighbour hopping factor: {second_scale:.4f}")
print(f"d electrons per atom: {electrons:.1f}")
print(f"lattice constant: {lattice_A:.2f} angstrom")
print(f"d-band width without exchange: {orb_e.max() - orb_e.min():.2f} eV")
print(f"Fermi energy: {main['mu']:.4f} eV")
print(f"spin moment N: {main['N']:.3f} Bohr magnetons per atom")
print(f"crossing at k_z: {kz_cross / lattice_A:.5f} 1/angstrom")
print(f"crossing energy: {on[0]:.5f} eV")
print(f"at crossing, T_xc: {on[2].real:+.6f} eV")
print(f"at crossing, T_so: {on[3].real:+.6f} eV")
print(f"step in k_z: {0.1 / lattice_A:.5f} 1/angstrom")
print(f"after step, E_m - E_n: {off[0] - off[1]:+.6f} eV")
print(f"after step, T_xc: {off[2].real:+.6f} eV")
print(f"after step, T_so: {off[3].real:+.6f} eV")
print(f"after step, i(E_m-E_n)s: {off[4].real:+.6f} eV")
for h, so_value, xc_value in zip(etas, a_so, a_xc):
    print(f"eta {h:.2f} eV: alpha_so {so_value:.5f}, alpha_xc {xc_value:.5f}")
print(f"level lifetime at eta 0.05 eV: {lifetime_fs:.2f} fs")
print(f"intraband alpha, T_so form, eta 0.05 eV: {intra_so:.5f}")
print(f"intraband alpha, T_xc form, eta 0.05 eV: {intra_xc:.5f}")
print(f"squared-gap part of alpha_xc: {a_square:+.5f}")
print(f"mixed part of alpha_xc: {a_mixed:+.5f}")
print(f"ratio alpha_xc/alpha_so, eta 0.05 eV: {a_xc[0] / a_so[0]:.2f}")
print(f"relaxation time at 10 GHz, alpha_so: {relax_ns(a_so[0]):.3f} ns")
print(f"relaxation time at 10 GHz, alpha_xc: {relax_ns(a_xc[0]):.3f} ns")
print(f"no spin-orbit: moment N {free_N:.3f} Bohr magnetons per atom")
print(f"no spin-orbit: density of states {free_dos:.3f} 1/eV per atom")
print(f"no spin-orbit: alpha_xc from torque sum {free_xc:.5f}")
print(f"no spin-orbit: leading term eta*D/N {free_leading:.5f}")
print(f"mesh change of alpha_so: {100 * mesh_so:+.2f} %")
print(f"mesh change of alpha_xc: {100 * mesh_xc:+.2f} %")
print(f"thermal energy at {temperature:.0f} K: {kT:.5f} eV")
print(f"alpha_so with thermal smearing: {warm_so:.5f}")
print(f"alpha_so at xi 0.08 eV, coarse mesh: {strong_so:.5f}")
print(f"alpha_so at xi 0.06 eV, coarse mesh: {coarse_so:.5f}")
print(f"torque scale of a 1 T field: {zeeman:.2e} eV")
print(f"quantum of 10 GHz: {quantum:.2e} eV")
print("finished without a failed check")
```

It prints:

```
grid test, largest identity error: 1.8e-15 (model units)
grid test, largest diagonal T_xc: 0.145 (model units)
non-product basis, plain identity error: 0.437 (model units)
non-product basis, with residuals: 2.8e-16 (model units)
pulse energy / dissipation law: 1.0000
exchange splitting: 2.00 eV
spin-orbit strength: 0.060 eV
hopping sigma, pi, delta: -0.60 0.40 -0.10 eV
second-neighbour hopping factor: 0.4871
d electrons per atom: 7.0
lattice constant: 2.90 angstrom
d-band width without exchange: 4.81 eV
Fermi energy: 0.8115 eV
spin moment N: 2.816 Bohr magnetons per atom
crossing at k_z: 1.14881 1/angstrom
crossing energy: -0.00668 eV
at crossing, T_xc: +0.059666 eV
at crossing, T_so: -0.059666 eV
step in k_z: 0.03448 1/angstrom
after step, E_m - E_n: -0.153747 eV
after step, T_xc: +0.055177 eV
after step, T_so: -0.059419 eV
after step, i(E_m-E_n)s: -0.004242 eV
eta 0.05 eV: alpha_so 0.00100, alpha_xc 0.02671
eta 0.10 eV: alpha_so 0.00102, alpha_xc 0.05343
eta 0.20 eV: alpha_so 0.00113, alpha_xc 0.11264
level lifetime at eta 0.05 eV: 6.58 fs
intraband alpha, T_so form, eta 0.05 eV: 0.00017
intraband alpha, T_xc form, eta 0.05 eV: 0.00017
squared-gap part of alpha_xc: +0.02564
mixed part of alpha_xc: +0.00007
ratio alpha_xc/alpha_so, eta 0.05 eV: 26.74
relaxation time at 10 GHz, alpha_so: 15.938 ns
relaxation time at 10 GHz, alpha_xc: 0.596 ns
no spin-orbit: moment N 2.819 Bohr magnetons per atom
no spin-orbit: density of states 1.361 1/eV per atom
no spin-orbit: alpha_xc from torque sum 0.02567
no spin-orbit: leading term eta*D/N 0.02415
mesh change of alpha_so: -0.38 %
mesh change of alpha_xc: -0.19 %
thermal energy at 300 K: 0.02585 eV
alpha_so with thermal smearing: 0.00098
alpha_so at xi 0.08 eV, coarse mesh: 0.00182
alpha_so at xi 0.06 eV, coarse mesh: 0.00099
torque scale of a 1 T field: 5.79e-05 eV
quantum of 10 GHz: 4.14e-05 eV
finished without a failed check
```
